# Lindhard's Standard Potential Averaged Along an Atomic Row

A fast ion moving almost parallel to a row of atoms is deflected by many atoms in succession, each time by a small angle. Its sideways motion can then be described by a potential that has been averaged along the row. This problem derives that potential, uses it to find how closely an ion approaches the row, and examines when the average may replace the separate atoms.

The ion has charge number $Z_1$ and the atoms have charge number $Z_2$. At separation $R$ their interaction energy is modelled by Lindhard's standard potential

$$V(R)=K\left[\frac1R-\frac1{\sqrt{R^2+\lambda^2}}\right],\qquad K=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0},\qquad \lambda=Ca .$$

Here $a$ is the screening length and $C$ is a pure number, customarily chosen so that $C^2=3$. The first term is the Coulomb repulsion of the bare nuclei and the second represents screening by the electrons. The derivation holds for any $C>0$.

The atoms sit at rest at $z=nd$ on the $z$ axis, with $n$ running over all integers. The distance from the axis is $r>0$. Other rows, thermal vibration and energy loss to electrons are left out.

## (a) From a row of atoms to one integral

**Write the average of the row's potential over one period as an integral over a single atom's potential, and check that it converges.**

At the point $(r,z)$ the ion has the potential energy

$$\Phi(r,z)=\sum_{n=-\infty}^{\infty}V\!\left(\sqrt{r^2+(z-nd)^2}\right).$$

This function has period $d$ in $z$, so its average is

$$U(r)=\frac1d\int_{-d/2}^{d/2}\Phi(r,z)\,dz .$$

Since $\sqrt{R^2+\lambda^2}>R$, every term of the sum is positive, and the sum and the integral may be interchanged. In the $n$th term put $z'=z-nd$. Its range becomes $-d/2-nd<z'<d/2-nd$. As $n$ runs over the integers, these intervals cover the whole line once, without gaps or overlaps. Therefore

$$U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz .$$

For convergence, expand the screening term at large $R$:

$$\frac1{\sqrt{R^2+\lambda^2}}=\frac1R\left(1+\frac{\lambda^2}{R^2}\right)^{-1/2}\simeq\frac1R-\frac{\lambda^2}{2R^3}.$$

The Coulomb terms cancel and $V\simeq K\lambda^2/(2R^3)$, which is integrable at large $|z|$. At $z=0$ the integrand is finite because $r>0$.

## (b) The integral

**Evaluate $U(r)$. Show what happens to each term of $V$ separately, and find the leading error if the integral is cut off at $|z|=L$.**

Each term alone falls off as $1/|z|$ and has a divergent integral. Both must therefore be given the same cutoff $L$ and subtracted before $L$ goes to infinity. For any length $s>0$,

$$\frac{d}{dz}\,\operatorname{arsinh}\frac zs=\frac{1/s}{\sqrt{1+z^2/s^2}}=\frac1{\sqrt{z^2+s^2}} .$$

Since arsinh is odd, this gives

$$\int_{-L}^{L}\frac{dz}{\sqrt{z^2+s^2}}=2\operatorname{arsinh}\frac Ls
=2\ln\frac{L+\sqrt{L^2+s^2}}{s}.$$

For $L\gg s$ the right side is close to $2\ln(2L/s)$, which grows without limit.

Let $\rho=\sqrt{r^2+\lambda^2}$. The Coulomb term has $s=r$ and the screening term has $s=\rho$. Their difference is

$$I_L=2\ln\frac{L+\sqrt{L^2+r^2}}{r}-2\ln\frac{L+\sqrt{L^2+\rho^2}}{\rho}
=2\ln\frac{\rho}{r}+2\ln\frac{L+\sqrt{L^2+r^2}}{L+\sqrt{L^2+\rho^2}} .$$

In the last fraction, numerator and denominator both approach $2L$, so its logarithm vanishes as $L\to\infty$. What remains is

$$I_\infty=2\ln\frac{\rho}{r}=\ln\frac{r^2+\lambda^2}{r^2}.$$

Multiplication by $K/d$ gives the continuum string potential

$$U(r)=\frac Kd\ln\left(1+\frac{\lambda^2}{r^2}\right)
=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0d}\ln\left[1+\left(\frac{Ca}{r}\right)^2\right].$$

It is positive, hence repulsive, and it vanishes at $r\to\infty$. No approximation was made in averaging $V$. The approximations lie in the form of $V$ and in the later use of $U$ for the motion.

For the cutoff error, use $L+\sqrt{L^2+s^2}\simeq2L[1+s^2/(4L^2)]$ when $L\gg s$. Then

$$I_L-I_\infty\simeq2\,\frac{r^2-\rho^2}{4L^2}=-\frac{\lambda^2}{2L^2}.$$

At $r=\lambda/2$, numerical integration gives 1.604466 for $L=10\lambda$ and 1.609438 for infinite $L$. The deficit is 0.00497, against the leading estimate $1/200=0.005$. The Coulomb term alone rises from 7.379 at $L=10\lambda$ to 11.983 at $L=100\lambda$, an increase close to $2\ln10=4.605$.

## (c) Close to the row and far from it

**Find the leading forms of $U$ for $r\ll\lambda$ and $r\gg\lambda$, each with its first correction. What does screening do in each case?**

Close to the row, take the large term out of the logarithm:

$$\ln\left(1+\frac{\lambda^2}{r^2}\right)=2\ln\frac\lambda r+\ln\left(1+\frac{r^2}{\lambda^2}\right)
\simeq2\ln\frac\lambda r+\frac{r^2}{\lambda^2}.$$

Thus $U\simeq(2K/d)\ln(\lambda/r)$. This has the $r$ dependence of a uniformly charged line. A bare Coulomb row cut off at $L$ would give $(2K/d)\ln(2L/r)$, so in this limit screening acts like a cutoff at $L=\lambda/2$. It supplies the length that the logarithm needs.

Far from the row, $\lambda^2/r^2$ is small and $\ln(1+x)\simeq x-x^2/2$ gives

$$U(r)\simeq\frac{K\lambda^2}{d\,r^2}\left(1-\frac{\lambda^2}{2r^2}\right).$$

The potential now falls as $1/r^2$, one power more slowly than the $1/R^3$ tail of a single atom, because the integration along the row contributes a length of order $r$.

The limits also show how the choice of $C$ matters. Close to the row, changing $C$ adds a constant to $U$ and leaves the leading force unchanged. Far away, $U$ is proportional to $C^2$, so the result there depends strongly on the assumed screening.

## (d) The force and the impulse from one atom

**Find the force $F(r)=-dU/dr$. Show independently that an ion passing one atom on a straight path parallel to the row, at speed $v$, receives the transverse impulse $F(r)d/v$.**

Write $U=(K/d)[\ln(r^2+\lambda^2)-\ln r^2]$ and differentiate:

$$F(r)=\frac Kd\left[\frac2r-\frac{2r}{r^2+\lambda^2}\right]
=\frac{2K}{d}\,\frac{\lambda^2}{r(r^2+\lambda^2)} .$$

The positive sign means that the force points away from the row.

For one atom, the outward component of the force is $-V'(R)\,r/R$ with $R^2=r^2+z^2$. Differentiating $V$ gives

$$f_r=Kr\left[\frac1{(z^2+r^2)^{3/2}}-\frac1{(z^2+\rho^2)^{3/2}}\right].$$

An antiderivative of $(z^2+s^2)^{-3/2}$ is $z/(s^2\sqrt{z^2+s^2})$, since

$$\frac{d}{dz}\frac{z}{s^2\sqrt{z^2+s^2}}=\frac{(z^2+s^2)-z^2}{s^2(z^2+s^2)^{3/2}}=\frac1{(z^2+s^2)^{3/2}} .$$

It tends to $\pm1/s^2$ at the two ends of the line, so the integral is $2/s^2$. With $dt=dz/v$, the impulse is

$$\Delta p_r=\frac1v\int_{-\infty}^{\infty}f_r\,dz
=\frac{Kr}{v}\left[\frac2{r^2}-\frac2{\rho^2}\right]=\frac{F(r)\,d}{v}.$$

The ion meets one atom in each time $d/v$, so its mean rate of gaining transverse momentum is $F(r)$. This is the mechanical meaning of the averaged potential. It rests on $r$ staying nearly constant while the atom acts.

## (e) Closest approach

**An ion at distance $r_0$ has kinetic energy $E$ and moves towards the row at angle $\psi$ to it, in a plane containing the row. Find its closest approach $r_{\min}$ in the averaged potential.**

Let the ion have mass $M$ and momentum $p$, with $E=p^2/(2M)$ at $r_0$. Since $U$ does not depend on $z$, the momentum $p_z$ is conserved. The total energy is conserved too, and subtracting the constant $p_z^2/(2M)$ leaves the conserved transverse energy

$$E_\perp=\frac{p_r^2}{2M}+U(r)=E\sin^2\psi+U(r_0).$$

There is no centrifugal term because the motion stays in a plane through the axis. At closest approach $p_r=0$, so $U(r_{\min})=E_\perp$:

$$1+\frac{\lambda^2}{r_{\min}^2}=e^{E_\perp d/K}
\quad\Longrightarrow\quad
r_{\min}=\frac{\lambda}{\sqrt{e^{E_\perp d/K}-1}} .$$

A natural angle follows from setting $E\psi_1^2=2K/d$, that is, $\psi_1=\sqrt{2K/(Ed)}$. For small $\psi$ and negligible $U(r_0)$, the exponent becomes $E\psi^2d/K=2\psi^2/\psi_1^2$. An ion with $\psi=\psi_1$ would then reach $r_{\min}=\lambda/\sqrt{e^2-1}\approx0.40\,\lambda$. A larger angle brings it closer still.

## (f) When the average may be used

**Estimate how much $r$ changes over one spacing near closest approach, relative to $r_{\min}$, and state the resulting condition.**

At closest approach the transverse velocity is zero. With the acceleration $F/M$ taken as constant, the distance rises during the time $d/v$ by

$$\Delta r=\frac12\,\frac FM\left(\frac dv\right)^2=\frac{F d^2}{2Mv^2}=\frac{F(r_{\min})\,d^2}{4E},$$

where $Mv^2=2E$. Dividing by $r_{\min}$ and inserting $F$ from part (d) gives

$$\eta=\frac{F(r_{\min})d^2}{4E\,r_{\min}}
=\left(\frac{\psi_1d}{2r_{\min}}\right)^2\frac{\lambda^2}{r_{\min}^2+\lambda^2}.$$

The average is a reasonable description near the turning point when $\eta\ll1$. This is an order-of-magnitude criterion, not an error bound. If $\eta$ is not small, the result depends on where the ion arrives relative to the individual atoms.

At a fixed ratio $\psi/\psi_1$, with small angles and the same $r_0$, the transverse energy and $r_{\min}$ do not depend on $E$. Then $\eta\propto\psi_1^2\propto1/E$, so the average improves as the ion becomes faster.

## (g) Boron beside a tungsten row

**Evaluate the potential for boron ions beside a $\langle111\rangle$ row of body-centred cubic tungsten. Compare the predicted closest approach with motion past separate atoms at 10 MeV and 0.1 MeV, for $\psi=\psi_1/2$ and $r_0=0.100$ nm.**

The charge numbers are $Z_1=5$ and $Z_2=74$. Take a rough cubic edge of 0.32 nm. Neighbours along $\langle111\rangle$ are half a body diagonal apart, so $d=(\sqrt3/2)(0.32\ \text{nm})=0.2771$ nm. For the screening length use

$$a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_0}{\sqrt{Z_1^{2/3}+Z_2^{2/3}}}=0.01033\ \text{nm},$$

where $a_0$ is the Bohr radius and the prefactor is 0.8853. With $C=\sqrt3$, $\lambda=0.0179$ nm. The Coulomb constant is $K=532.8$ eV nm, and the energy scale is

$$\frac Kd=\frac{532.8\ \text{eV nm}}{0.2771\ \text{nm}}\approx1.92\times10^3\ \text{eV}=3.08\times10^{-16}\ \text{J}.$$

At $r=0.020$ nm, $\lambda^2/r^2=0.801$, so $U=(1922.5\ \text{eV})\ln1.801\approx1131$ eV. Other distances give:

| $r$ (nm) | $U$ (eV) |
|---:|---:|
| 0.005 | 5048 |
| 0.010 | 2761 |
| 0.020 | 1131 |
| 0.050 | 232 |
| 0.100 | 61 |

These digits allow the arithmetic to be followed. The rough lattice edge and the model potential do not justify such precision for real tungsten.

The force at 0.020 nm is

$$F=\frac{2(1922.5\ \text{eV})}{0.020\ \text{nm}}\,\frac{0.801}{1.801}\approx8.55\times10^4\ \text{eV/nm}.$$

The actual potential is far from uniform along the row. At $r=0.020$ nm it is 6799 eV beside an atom and 65 eV midway between atoms. At $r=0.100$ nm the corresponding values are 92 eV and 37 eV. The average can still govern the motion, because a fast ion crosses many periods before $r$ changes appreciably.

At 10 MeV, $\psi_1=0.0196$ rad and $\psi=0.0098$ rad. Since $E\psi^2=E\psi_1^2/4=K/(2d)\approx961$ eV, adding $U(r_0)\approx61$ eV gives $E_\perp\approx1022$ eV. Hence

$$r_{\min}=\frac{0.0179\ \text{nm}}{\sqrt{e^{1022/1922.5}-1}}\approx0.0214\ \text{nm}.$$

Newton's equations were also solved for the discrete row, with eight starting positions spread evenly over one period. The extra digits below compare two calculations within the same model.

| Quantity | 10 MeV | 0.1 MeV |
|---|---:|---:|
| $\psi$ (rad) | 0.0098 | 0.0980 |
| $r_{\min}$, averaged row (nm) | 0.02137 | 0.02141 |
| Smallest $r_{\min}$, discrete row (nm) | 0.02137 | 0.01954 |
| Largest $r_{\min}$, discrete row (nm) | 0.02139 | 0.02350 |
| $\eta$ | 0.0067 | 0.66 |

At 10 MeV the spread among the eight starts is 0.09 % of the predicted distance, and the averaged row describes all of them well. At 0.1 MeV the spread among the eight starts is 18.5 %, and a fine set of starting positions widens it to about 21 %, with the largest $r_{\min}$ rising to about 0.024 nm. The averaged potential still gives a distance inside the observed range, but it cannot say where in that range a particular ion turns. The change agrees with the criterion in part (f): $\eta$ is small in the first case and of order one in the second.

This comparison tests the averaging, not the accuracy of $V$ for boron in tungsten. At 10 MeV the boron ion is largely stripped of electrons, and the target-only screening length $0.8853\,a_0Z_2^{-1/3}\approx0.0112$ nm is then more appropriate. It moves $r_{\min}$ from 0.0214 to 0.0229 nm. Other common screened potentials (Molière, ZBL) give 0.022 to 0.025 nm. The atoms of a real crystal also vibrate. Where their displacements are comparable with $r_{\min}$, the picture of a straight, static row fails even at high ion energy. In tungsten at room temperature the root-mean-square displacement across the row is roughly 0.005 to 0.007 nm. This is a quarter to a third of $r_{\min}$ at $\psi=\psi_1/2$, but comparable with the value $0.40\,\lambda\approx0.007$ nm reached at $\psi=\psi_1$. The full numerical output follows.

## Computed values

```
Ion and atom charge numbers Z1, Z2: 5, 74
Rough cubic edge: 0.32 nm
Row spacing d: 0.2771 nm
Coulomb constant K: 532.79 eV nm
Screening prefactor: 0.8853
Screening length a: 0.01033 nm
lam = C a: 0.01790 nm
Energy scale K/d: 1922.5 eV = 3.080e-16 J
r = 0.005 nm: lam^2/r^2 = 12.8172, U = 5048.4 eV
r = 0.010 nm: lam^2/r^2 = 3.2043, U = 2761.0 eV
r = 0.020 nm: lam^2/r^2 = 0.8011, U = 1131.2 eV
r = 0.050 nm: lam^2/r^2 = 0.1282, U = 231.9 eV
r = 0.100 nm: lam^2/r^2 = 0.0320, U = 60.6 eV
Force -dU/dr at r = 0.020 nm: 85509 eV/nm
Discrete row, r = 0.020 nm: beside atom 6799.0 eV, midway 64.8 eV
Discrete row, r = 0.100 nm: beside atom 91.6 eV, midway 37.0 eV
Near limit, quadrature/formula at r = 0.01 lam: 1.000011
Far limit, quadrature/formula at r = 20 lam: 0.998752
Cutoff integrals at r = lam/2 (dimensionless):
  L = 10 lam: bare 7.3790, difference 1.604466
  L = 100 lam: bare 11.9829, difference 1.609388
  infinite L: difference 1.609438
Trajectory starting distance r0: 0.100 nm
Ion energy E: 10.0 MeV
  psi1: 0.01961 rad, incidence psi: 0.00980 rad
  Transverse energy: 1021.9 eV
  r_min from averaged row: 0.02137 nm
  r_min in discrete row, 8 phases: 0.02137 to 0.02139 nm
  Phase spread / predicted r_min: 0.09 %
  Rise per spacing / r_min, eta: 0.00666
Ion energy E: 0.1 MeV
  psi1: 0.19609 rad, incidence psi: 0.09804 rad
  Transverse energy: 1018.8 eV
  r_min from averaged row: 0.02141 nm
  r_min in discrete row, 8 phases: 0.01954 to 0.02350 nm
  Phase spread / predicted r_min: 18.53 %
  Rise per spacing / r_min, eta: 0.66232
```
